# Applying a Local Potential without Aliasing Error in a Plane-Wave Basis

## Result

Let a wavefunction contain the plane waves $|\mathbf k+\mathbf G|\le G_{\max}$ of a cell with edges $\mathbf a_1,\mathbf a_2,\mathbf a_3$, and let $P$ project onto this basis. For each axis define

$$D_i=\left\lfloor \frac{G_{\max}|\mathbf a_i|}{\pi}\right\rfloor .\tag{1}$$

To obtain $PV\psi$ for a local periodic potential $V$:

1. Set every Fourier component of $V$ with $|\mathbf q|>2G_{\max}$ to zero.
2. Sample the filtered potential and $\psi$ on a uniform grid with
$$N_i\ge 2D_i+1 \tag{2}$$
points along $\mathbf a_i$, and multiply them point by point.
3. Transform back and keep the coefficients that belong to the basis.

The outcome equals $PV\psi$ for the original, unfiltered $V$, apart from rounding. The indices $-D_i,\dots,D_i$ reach $2G_{\max}$, which is the sense in which the grid spans twice the cutoff wavevector. The product of the filtered potential with $\psi$ reaches $3G_{\max}$ and doesn't fit on this grid. The part that doesn't fit is folded onto coefficients that step 3 discards.

Filtering before sampling and a count of at least $2D_i+1$ together guarantee this for every such basis and potential. Without the filter, or with only $2D_i$ points, false terms can enter the basis. The count is sufficient but not always the smallest: skew cells such as the primitive face-centred cubic one can be exact on clearly fewer points, as shown after (7). The result concerns the action of $V$ within the basis; the error of using a finite basis remains.

## Conventions

The algebra uses atomic units, so the cutoff energy is $G_{\max}^2/2$. The cell volume is $\Omega$, the reciprocal vectors obey $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and $\mathbf G=\sum_i m_i\mathbf b_i$ with integers $m_i=\mathbf G\cdot\mathbf a_i/2\pi$. The expansions are

$$\psi(\mathbf r)=\sum_{\mathbf G}c_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad V(\mathbf r)=\sum_{\mathbf q}V_{\mathbf q}\,e^{i\mathbf q\cdot\mathbf r},\qquad V_{\mathbf q}=\frac1\Omega\int_\Omega V e^{-i\mathbf q\cdot\mathbf r}\,d^3r ,$$

with $\sum|c_{\mathbf G}|^2=1$. The factor $e^{i\mathbf k\cdot\mathbf r}$ passes through multiplication by $V$ unchanged, so the grid handles only the periodic part.

## Why filtering costs nothing

Multiply the two series and collect the terms with $\mathbf q+\mathbf G'=\mathbf G$:

$$(V\psi)_{\mathbf G}=\sum_{\mathbf G'}V_{\mathbf G-\mathbf G'}\,c_{\mathbf G'} .\tag{3}$$

For $PV\psi$, both $\mathbf G$ and $\mathbf G'$ belong to the basis. The triangle inequality gives

$$|\mathbf G-\mathbf G'|=|(\mathbf k+\mathbf G)-(\mathbf k+\mathbf G')|\le 2G_{\max}$$

for every $\mathbf k$. Components of $V$ beyond $2G_{\max}$ therefore appear in no matrix element within the basis, and removing them leaves $PV\psi$ unchanged. With the filtered potential, a term of the full product has length at most $2G_{\max}+G_{\max}=3G_{\max}$.

## One dimension: counting points

Take $\mathbf k=0$. Let $\psi$ have indices $|m|\le M$, let $V$ have indices $|q|\le B$, and write $F_l=\sum_{m}V_{l-m}c_{m}$ for the true product coefficients, which vanish for $|l|>M+B$. At the points $x_n=na/N$ the discrete transform returns

$$F_m^{\rm grid}=\frac1N\sum_{n=0}^{N-1}V(x_n)\psi(x_n)e^{-2\pi i mn/N}
=\sum_l F_l\;\frac1N\sum_{n=0}^{N-1}e^{2\pi i(l-m)n/N}.$$

The last sum is a geometric series. If $l-m$ is a multiple of $N$, every term is 1 and the average is 1. Otherwise the ratio $z=e^{2\pi i(l-m)/N}$ differs from 1 while $z^N=1$, so the sum $(z^N-1)/(z-1)$ vanishes. Hence

$$F_m^{\rm grid}=\sum_{j}F_{m+jN}.\tag{4}$$

Suppose the coefficients $|m|\le W$ are wanted. For $j\ne0$ the index obeys $|m+jN|\ge N-W$. All false terms vanish if $N-W>M+B$, that is, if

$$N\ge M+B+W+1 .\tag{5}$$

With one point fewer, $N=M+B+W$, the coefficient $m=-W$ receives $F_{M+B}=V_Bc_M$, which is nonzero for general coefficients.

A filtered potential has $B=2M$. Keeping the basis coefficients, $W=M$, requires $4M+1$ points. Keeping the whole product, $W=3M$, requires $6M+1$. A numerical scan with random coefficients and $M=6$ found these smallest exact grids:

| band $B$ of $V$ | basis output, $W=6$ | whole product, $W=6+B$ |
|---|---|---|
| 6 | 19 | 25 |
| 12 | 25 | 37 |
| 18 | 31 | 49 |

All six agree with (5). The first row shows a smoother potential, $B=M$, for which $3M+1$ points suffice. The last row shows the price of leaving a potential unfiltered: 31 points instead of 25 for the same output.

### One point too few

With $N=4M$, the potential components $2M$ and $-2M$ take equal values at every grid point, because $e^{2\pi i(4M)n/N}=1$. The matrix element between output $-M$ and input $M$ should be $V_{-2M}$, but the grid supplies $V_{-2M}+V_{2M}$. Deleting both components gives zero instead, which is also wrong unless they vanish.

## Three dimensions and skew cells

For two basis vectors with indices $m_i$ and $m_i'$,

$$|m_i-m_i'|=\frac{|(\mathbf G-\mathbf G')\cdot\mathbf a_i|}{2\pi}\le\frac{2G_{\max}|\mathbf a_i|}{2\pi}=\frac{G_{\max}|\mathbf a_i|}{\pi}.$$

The left side is an integer, so it is at most $D_i$. The same argument gives $|q_i|\le D_i$ for each component of the filtered potential. Since $D_i<N_i$, different basis vectors also occupy different grid slots.

Applying (4) along each axis, the matrix element returned by the grid is

$$V^{\rm grid}_{\mathbf G\mathbf G'}=\sum_{\mathbf K}V_{\mathbf G-\mathbf G'+\mathbf K},\qquad \mathbf K=\sum_i j_iN_i\mathbf b_i .\tag{6}$$

The term $\mathbf K=0$ is the true one. Any other term has $j_i\neq0$ on some axis, where $q_i-(m_i-m_i')=j_iN_i$ has magnitude at least $N_i$. But

$$|q_i-(m_i-m_i')|\le D_i+D_i=2D_i<N_i ,$$

so no such term exists. This proves (2). The proof uses neither right angles nor $\mathbf k=0$. For a random potential in a skew cell at a general $\mathbf k$, the grid and the double sum (3) differ by $3.9\times10^{-16}$ relative to the norm of the result.

### What a smaller grid still gets right

If $N_i<2D_i+1$, a false term requires $|m_i-m_i'|+|q_i|\ge N_i$ on some axis. Matrix elements with

$$|m_i-m_i'|<N_i-D_i\quad\text{on all axes}\tag{7}$$

are therefore still exact. A reduced grid spoils the coupling between distant plane waves first. It may spoil nothing: a false term joins two vectors no longer than $2G_{\max}$ each, so it needs $|\mathbf K|\le4G_{\max}$, and any grid whose nonzero $\mathbf K$ are all longer is exact. In a skew cell $|\mathbf a_i||\mathbf b_i|>2\pi$ can make this weaker than (2). For a primitive face-centred cubic cell with cubic edge 5.43 Å and $G_{\max}=10.246$ Å$^{-1}$, (2) asks for 25 points per axis. With equal $N_i$ the shortest $\mathbf K$ has length $N|\mathbf b_i|=N\times2.004$ Å$^{-1}$, so 21 points suffice, which is 59% of the total.

## Density and potential energy

With $\sum|c_{\mathbf G}|^2=1$, $|\psi|^2$ averages to 1 over the cell, so one electron in this state has the density $n=|\psi|^2/\Omega$. Its coefficients are $n_{\mathbf q}=\Omega^{-1}\sum_{\mathbf G}c^*_{\mathbf G}c_{\mathbf G+\mathbf q}$. Both vectors lie in the basis, so $|\mathbf q|\le2G_{\max}$, and the grid (2) stores the density without folding. The Hartree potential, $4\pi n_{\mathbf q}/q^2$ for $\mathbf q\neq0$, has the same band and needs no further filter.

With the filtered potential sampled on this grid, the average over all grid points $\mathbf r_n$ gives the potential energy directly:

$$\frac1{N_{\rm tot}}\sum_n V(\mathbf r_n)|\psi(\mathbf r_n)|^2
=\sum_{\mathbf G}c_{\mathbf G}^*\,(V\psi)^{\rm grid}_{\mathbf G}
=\sum_{\mathbf G\mathbf G'}c^*_{\mathbf G}V_{\mathbf G-\mathbf G'}c_{\mathbf G'} .$$

The first equality inserts the series for $\psi^*$; the second uses the result just proved.

An exchange-correlation potential is different because it is a nonlinear function of the density. The exchange potential of the local density approximation, $v_x=-(3n/\pi)^{1/3}$, generally has components beyond $2G_{\max}$ even though $n$ has none. Evaluating it on the grid (2) folds them back. Evaluating it on a finer grid and then filtering it reduces this error.

## Example: the polar hafnia cell

### Setting

The cell has the polar orthorhombic structure of ferroelectric hafnia, space group $Pca2_1$, with rough edges 5.2, 5.0 and 5.1 Å. The rough fractional coordinates are $(0.03,0.27,0.25)$ for Hf and $(0.36,0.07,0.11)$ and $(0.73,0.46,0)$ for O. Each generates four atoms through $(x,y,z)$, $(-x,-y,z+\tfrac12)$, $(x+\tfrac12,-y,z)$ and $(\tfrac12-x,y,z+\tfrac12)$. The Hf–O bonds come out between 2.04 and 2.24 Å, and each oxygen has three or four Hf neighbours.

Every atom at $\mathbf R$ carries a well $-A\,e^{-|\mathbf r-\mathbf R|^2/2s^2}$, with $A=60$ eV, $s=0.25$ Å for Hf and $A=250$ eV, $s=0.12$ Å for O. These are round model parameters. The Gaussian integral gives

$$V_{\mathbf q}=-\frac{(2\pi)^{3/2}}{\Omega}\sum_{\mathbf R}A_{\mathbf R}\,s_{\mathbf R}^3\,e^{-q^2s_{\mathbf R}^2/2}\,e^{-i\mathbf q\cdot\mathbf R}.$$

A cutoff of 400 eV corresponds to $G_{\max}=10.246$ Å$^{-1}$. At $\mathbf k=0$ the basis holds 2429 plane waves with indices up to 8. For the longest edge, $10.246\times5.2/\pi=16.96$, so $D_1=16$; the other edges give 16.31 and 16.63, hence also 16. The grid is $33\times33\times33$.

At $q=2G_{\max}$ the oxygen factor is $\exp[-(20.49\times0.12)^2/2]\approx0.05$. The wells thus extend well past the filter, and the filter has real work to do.

### Errors of the applied potential

The potential acts on a random state in the basis. Errors are relative to the norm of $PV\psi$ from the double sum (3). The span is the highest grid wavevector along an axis divided by $G_{\max}$, rounded down to a whole index.

| grid | span | relative error |
|---|---|---|
| 17×17×17 | 1 | 0.67 |
| 25×25×25 | 1.5 | 0.10 |
| 32×32×32 | one point short | $3.2\times10^{-3}$ |
| 33×33×33 | 2 | $9\times10^{-16}$ |
| 51×49×49 | 3 | $9\times10^{-16}$ |

The last grid holds the entire product and gains no accuracy within the basis, at 3.41 times as many points as span 2. Sampling the unfiltered wells on the 33-point grid gives an error of $6.2\times10^{-3}$. On a 72-point grid the unfiltered wells reproduce the filtered result to $2\times10^{-15}$, which confirms that the filter removes nothing the basis can feel.

### Lowest eigenvalue

In the 400 eV basis the lowest eigenvalue of kinetic energy plus wells is $-1.4350$ eV on the span-2 grid, and span 3 agrees to rounding. This value is not converged in the cutoff; a larger basis lowers it by about 0.09 eV. Span 1 shifts it by $-0.123$ eV and span 1.5 by $+2.4\times10^{-4}$ eV. The shifts can have either sign because a small grid replaces $V$ by another operator; it doesn't restrict the variational space.

At span 1.5, condition (7) protects all elements with index differences below $25-16=9$. At span 1 it protects only those below $17-16=1$, the diagonal elements. This fits the much smaller shift at span 1.5.

A rigid displacement $\mathbf t$ of the crystal should leave the eigenvalue unchanged. It multiplies $V_{\mathbf q}$ by $e^{-i\mathbf q\cdot\mathbf t}$, so each term of (6) acquires

$$e^{-i(\mathbf G-\mathbf G')\cdot\mathbf t}\,e^{-i\mathbf K\cdot\mathbf t}.$$

The first factor is a change of phase of the basis functions and has no effect on eigenvalues. The second affects only false terms. For half a grid step along every axis, $\mathbf t=\sum_i\mathbf a_i/2N_i$, it equals $(-1)^{j_1+j_2+j_3}$.

At span 1.5 a false term needs $|\mathbf K|\le4G_{\max}=41.0$ Å$^{-1}$, since it joins two vectors no longer than $2G_{\max}$ each. The shortest $\mathbf K$ involving two axes has length $25\times2\pi\sqrt{5.2^{-2}+5.1^{-2}}=43.1$ Å$^{-1}$, and doubling one axis gives more still. Only single steps $j_i=\pm1$ remain, so the displacement reverses the sign of the whole false operator.

The eigenvalue changes by $-5.4\times10^{-4}$ eV, which takes its error from $+2.4\times10^{-4}$ to $-3.0\times10^{-4}$ eV. The odd orders of perturbation theory reverse and the even orders stay. The mean of the two errors, $-3\times10^{-5}$ eV, is negative, as second order requires for a lowest state.

At span 1 the displacement changes the eigenvalue by $+0.091$ eV. At span 2 the change is at rounding level, $3\times10^{-14}$ eV.

### What remains neglected

For the lowest state, 32% of $\|V\psi\|^2$ lies beyond $G_{\max}$ and 0.12% beyond $2G_{\max}$, with the filtered potential. The part outside the basis isn't a grid error. If $P(T+V)\psi=\varepsilon\psi$, with $T$ the kinetic energy, then $T\psi$ stays in the basis and

$$(T+V)\psi-\varepsilon\psi=(1-P)V\psi .$$

The part outside the basis is thus the residual of the finite-basis solution. For the original $V$ it also includes the components removed by the filter, which the percentages above leave out. Doubling the cutoff to 800 eV lowers the eigenvalue by 0.070 eV. Cutoffs of 1600 and 2400 eV lower it by 0.092 and 0.094 eV. Because each larger basis contains the smaller one, the basis error at 400 eV is at least 0.094 eV. It far exceeds the other two effects sized here:

- Omitting the filter at span 2 shifts the eigenvalue by $-5.6\times10^{-6}$ eV, and displacing the crystal by half a step then changes it by $1.1\times10^{-5}$ eV.
- Exchange aliasing, estimated from the density of the lowest state scaled to 64 valence electrons, gives an error vector $P\,\Delta v_x\psi$ of norm $1.4\times10^{-8}$ eV. The reference is a grid three times finer along each axis, with the state held fixed.

The exchange figure belongs to a weakly localized density that ranges from 0.69 to 4.5 times its mean. It is sensitive to this: doubling both well depths lowers the minimum to 0.13 of the mean and raises the norm to $2.7\times10^{-6}$ eV. It is no bound for hafnia, where oxygen states make the density much less uniform.

### Relation to real hafnia calculations

The count (2) follows from the cell edges and the cutoff alone, so 33 points per axis suffice for a filtered local potential in any calculation with this cell and a 400 eV cutoff; any larger count serves equally well. The eigenvalue is not a hafnia band energy: the model omits Coulomb tails, nonlocal projectors and self-consistency, and their effect on it isn't estimated here. The grid rule for the local part survives these omissions, since it depends on the basis and the filter alone.

Real calculations break the filter assumption through the exchange-correlation potential. Methods that add localized augmentation charges break the density argument too, because those charges aren't products of two basis functions; they may need a denser grid. A practical check is to displace the crystal by half a grid step, keeping the basis and the k-points fixed and converging to the same electronic state. A change in energy above the solver's tolerance then points to aliasing or another grid-dependent step. An unchanged energy doesn't prove that aliasing is absent, since false terms with even $j_1+j_2+j_3$ don't respond to this displacement.

The numerical output lists the grid errors and the eigenvalue shifts at 400 and 800 eV.

## Values computed for the example and the checks

```
1D: highest index of psi M = 6, of V psi = 18
1D: V band 6, wanted band 6: smallest exact grid 19 points
1D: V band 6, wanted band 12: smallest exact grid 25 points
1D: V band 12, wanted band 6: smallest exact grid 25 points
1D: V band 12, wanted band 18: smallest exact grid 37 points
1D: V band 18, wanted band 6: smallest exact grid 31 points
1D: V band 18, wanted band 24: smallest exact grid 49 points
skew cell, general k: relative error 3.9e-16
cell edges (angstrom): 5.2 5.0 5.1
Hf-O bonds: 2.04 to 2.24 angstrom; per O: 3 or 4
Hf well: depth 60 eV, width 0.25 angstrom
O well: depth 250 eV, width 0.12 angstrom
cutoff 400 eV, Gmax = 10.246 1/angstrom
plane waves in basis: 2429
highest basis index per axis: 8 8 8
D per axis: 16 16 16
span 1.0: grid 17x17x17, 4913 points, relative error 6.7e-01
span 1.5: grid 25x25x25, 15625 points, relative error 1.0e-01
span 2.0: grid 33x33x33, 35937 points, relative error 9.3e-16
span 3.0: grid 51x49x49, 122451 points, relative error 8.5e-16
points, span 3 / span 2: 3.41
one point short per axis (32): rel. error 3.2e-03
span 2, V not filtered: relative error 6.2e-03
72-point grid, V not filtered: relative error 2.1e-15
lowest eigenvalue, span 2: -1.434965 eV
residual with explicit double sum: 4.5e-12 eV
eigenvalue, span 1.0 minus span 2: -1.23e-01 eV
eigenvalue, span 1.5 minus span 2: 2.37e-04 eV
eigenvalue, span 3.0 minus span 2: -1.13e-14 eV
change on moving crystal half a step, span 1.0: 9.07e-02 eV
change on moving crystal half a step, span 1.5: -5.40e-04 eV
change on moving crystal half a step, span 2.0: 3.20e-14 eV
share of |V psi|^2 beyond Gmax: 3.222e-01
share of |V psi|^2 beyond 2 Gmax: 1.166e-03
neglected: basis, 800 eV minus 400 eV cutoff: -6.97e-02 eV
neglected: no filter, eigenvalue shift -5.60e-06 eV
neglected: no filter, change on moving 1.06e-05 eV
scaled density, min / mean: 0.693
neglected: exchange aliasing, norm 1.4e-08 eV, energy 7.4e-12 eV
```
